# Neumann's Mutual Inductance from the Darwin Interaction of Moving Charges

Two thin closed wires, $C_1$ and $C_2$, are at rest and do not touch. They carry currents $I_1$ and $I_2$, each uniform along its wire. Every short piece of wire is neutral on average. The carriers move much more slowly than light, and the currents change little in the time light needs to cross the apparatus. The task is to find the magnetic interaction of the circuits from the interaction of single charges, and to see how far the result depends on the form chosen for that interaction.

SI units are used, with $\mu_0\varepsilon_0=1/c^2$. Pairs of charges within one wire belong to self-inductance and are left out.

## (a) The interaction of two slow charges

**Find the vector potential of a slowly moving charge $q_2$ in Coulomb gauge, to leading order, and from it the velocity-dependent term in the Lagrangian of two charges.**

Let $\mathbf r$ point from $q_2$ to the field point, with $r=|\mathbf r|$ and $\mathbf n=\mathbf r/r$. In Coulomb gauge $\nabla\cdot\mathbf A=0$, and the scalar potential is the instantaneous one, $\phi=q_2/(4\pi\varepsilon_0 r)$. Insert $\mathbf B=\nabla\times\mathbf A$ and $\mathbf E=-\nabla\phi-\partial_t\mathbf A$ into $\nabla\times\mathbf B=\mu_0\mathbf J+c^{-2}\partial_t\mathbf E$. Since $\nabla\times(\nabla\times\mathbf A)=-\nabla^2\mathbf A$ in this gauge,

$$\nabla^2\mathbf A-\frac1{c^2}\partial_t^2\mathbf A=-\mu_0\mathbf J+\frac1{c^2}\nabla\,\partial_t\phi .$$

For slow motion the term $c^{-2}\partial_t^2\mathbf A$ is a higher-order correction and is dropped. Two sources remain, and each can be treated separately.

The current is $\mathbf J=q_2\mathbf v_2\,\delta(\mathbf r)$. Because $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, it produces

$$\mathbf A_G=\frac{\mu_0q_2}{4\pi}\frac{\mathbf v_2}{r}.$$

For the second source, note that $\phi$ moves along with the charge, so $\partial_t\phi=-\mathbf v_2\cdot\nabla\phi$. With $\phi/c^2=\mu_0q_2/(4\pi r)$, a contribution $\nabla\chi$ to $\mathbf A$ does what is needed if

$$\nabla^2\chi=\frac1{c^2}\partial_t\phi=-\frac{\mu_0q_2}{4\pi}\,\mathbf v_2\cdot\nabla\frac1r .$$

Now $\nabla r=\mathbf n$ and $\nabla^2r=\nabla\cdot\mathbf n=2/r$. Hence $1/r=\tfrac12\nabla^2r$, and the solution that gives a decaying $\nabla\chi$ is

$$\chi=-\frac{\mu_0q_2}{8\pi}\,\mathbf v_2\cdot\nabla r=-\frac{\mu_0q_2}{8\pi}\,\mathbf v_2\cdot\mathbf n .$$

Differentiating $\mathbf v_2\cdot\mathbf r/r$ by the product rule gives

$$\nabla(\mathbf v_2\cdot\mathbf n)=\frac{\mathbf v_2-\mathbf n(\mathbf n\cdot\mathbf v_2)}{r}.$$

The sum of both contributions is therefore

$$\mathbf A=\mathbf A_G+\nabla\chi=\frac{\mu_0q_2}{8\pi r}\left[2\mathbf v_2-\mathbf v_2+\mathbf n(\mathbf n\cdot\mathbf v_2)\right]=\frac{\mu_0q_2}{8\pi r}\left[\mathbf v_2+\mathbf n(\mathbf n\cdot\mathbf v_2)\right].$$

The gauge condition holds: $\nabla\cdot\mathbf A_G=(\mu_0q_2/4\pi)\,\mathbf v_2\cdot\nabla(1/r)$ is cancelled by $\nabla^2\chi$.

A charge $q_1$ in given potentials has the interaction Lagrangian $-q_1\phi+q_1\mathbf v_1\cdot\mathbf A$. The velocity-dependent part is the Darwin term

$$L_{\rm D}=\frac{\mu_0q_1q_2}{8\pi r}\left[\mathbf v_1\cdot\mathbf v_2+(\mathbf v_1\cdot\mathbf n)(\mathbf v_2\cdot\mathbf n)\right].$$

It does not change when the labels 1 and 2 are exchanged, since $\mathbf n$ changes sign but appears twice. One such term per pair thus gives the right equation of motion for either charge.

## (b) From carriers to circuits

**Sum the Darwin term over all pairs with one charge in each wire, and express the mean as a double integral over the wires.**

Let $s_1$ and $s_2$ be arc lengths measured in the direction of positive current, $\mathbf t_1$ and $\mathbf t_2$ the unit tangents, and $\mathbf r=\mathbf r_1(s_1)-\mathbf r_2(s_2)$. For charges $i$ in wire 1 and $j$ in wire 2,

$$L_{12}=\frac{\mu_0}{4\pi}\sum_{i,j}q_iq_j\,\frac{\mathbf v_i\cdot\mathbf v_j+(\mathbf v_i\cdot\mathbf n_{ij})(\mathbf v_j\cdot\mathbf n_{ij})}{2r_{ij}} .$$

Each pair occurs once, so no further factor $\tfrac12$ is needed.

Take an element $ds_1$ that is long enough to hold many carriers but short compared with the distance to the other wire. All its carriers then share nearly the same $r$ and $\mathbf n$. If they have charge $\lambda_1$ per unit length and mean velocity $u_1\mathbf t_1$, then

$$\Big\langle\sum_{i\in ds_1}q_i\mathbf v_i\Big\rangle=\lambda_1\,ds_1\,u_1\mathbf t_1=I_1\mathbf t_1\,ds_1 ,$$

because $I_1=\lambda_1u_1$. The same holds in wire 2.

The summand is linear in $\mathbf v_i$ and linear in $\mathbf v_j$. If the thermal motions in the two wires are uncorrelated, the mean of the product is the product of the means, and random velocities drop out however large they are compared with the drift, as long as they stay well below $c$. The ions are at rest and contribute nothing. The mean Coulomb terms vanish because each element has zero mean charge; surface charges on real resistive wires would add a separate electrostatic term, neglected here. The result is

$$L_{12}=\frac{\mu_0I_1I_2}{4\pi}\oint\!\oint B\,ds_1ds_2,\qquad B=\frac{\mathbf t_1\cdot\mathbf t_2+(\mathbf t_1\cdot\mathbf n)(\mathbf t_2\cdot\mathbf n)}{2r}.$$

The kernel $B$ has the vector structure of the Breit interaction. The potential $\mathbf A_G$ alone would have given the simpler structure of the Gaunt interaction,

$$G=\frac{\mathbf t_1\cdot\mathbf t_2}{r}.$$

With the radial kernel $R=(\mathbf t_1\cdot\mathbf n)(\mathbf t_2\cdot\mathbf n)/r$, one has $B=\tfrac12(G+R)$.

## (c) The difference of the kernels

**Compute $\partial^2r/\partial s_1\partial s_2$ and relate it to $B-G$.**

Start from $r^2=\mathbf r\cdot\mathbf r$. Moving along wire 2 changes $\mathbf r$ at the rate $\partial\mathbf r/\partial s_2=-\mathbf t_2$, so $2r\,\partial r/\partial s_2=-2\mathbf r\cdot\mathbf t_2$ and

$$\frac{\partial r}{\partial s_2}=-\frac{\mathbf r\cdot\mathbf t_2}{r}.$$

Now differentiate along wire 1. Here $\partial\mathbf r/\partial s_1=\mathbf t_1$ and $\partial r/\partial s_1=\mathbf r\cdot\mathbf t_1/r$, while $\mathbf t_2$ does not depend on $s_1$. The quotient rule gives

$$\frac{\partial^2r}{\partial s_1\partial s_2}=-\frac{\mathbf t_1\cdot\mathbf t_2}{r}+\frac{(\mathbf r\cdot\mathbf t_2)(\mathbf r\cdot\mathbf t_1)}{r^3}=R-G .$$

Since $B-G=\tfrac12(G+R)-G=\tfrac12(R-G)$,

$$B-G=\frac12\frac{\partial^2r}{\partial s_1\partial s_2}.$$

The curvature of the wires does not appear, because no tangent is differentiated. The difference is a derivative along loop 1 of $\tfrac12\partial r/\partial s_2$, and equally a derivative along loop 2 of $\tfrac12\partial r/\partial s_1$. It is not zero at a general pair of points.

## (d) Closing the loops

**Use (c) to simplify the double integral in (b).**

Hold $s_2$ fixed and go once around loop 1:

$$\oint ds_1\,(B-G)=\frac12\oint ds_1\,\frac{\partial}{\partial s_1}\left(\frac{\partial r}{\partial s_2}\right)=0 .$$

The function $\partial r/\partial s_2=-\mathbf n\cdot\mathbf t_2$ returns to its starting value, and it is smooth on the way because the wires do not touch and $r$ never vanishes. Integration over $s_2$ then adds only zeros, so

$$L_{12}=M I_1I_2,\qquad M=\frac{\mu_0}{4\pi}\oint\!\oint\frac{d\mathbf l_1\cdot d\mathbf l_2}{r}.$$

This is Neumann's mutual inductance. The relation $R-G=\partial^2r/\partial s_1\partial s_2$ also shows that $R$ and $G$ have equal double integrals. Any mixture $(1-\kappa)G+\kappa R$ would therefore give the same $M$; the Breit-like kernel is the case $\kappa=\tfrac12$.

The argument closed loop 1 only. Wire 2 could have been an open arc, or could have carried a nonuniform current, and the two kernels would still have agreed.

## (e) A case that can be done by hand

**For two coaxial circles of radii $a$ and $b$, a distance $d$ apart, show directly that $G$ and $R$ give the same $M$, and find $M$ when the circles are far apart.**

Let the angles on the circles be $\theta$ and $\varphi$, and let $\psi=\theta-\varphi$. Then $\mathbf t_1\cdot\mathbf t_2=\cos\psi$ and

$$r^2=D^2-2ab\cos\psi,\qquad D^2=a^2+b^2+d^2 .$$

The tangent $\mathbf t_1$ is perpendicular to $\mathbf r_1$, so $\mathbf r\cdot\mathbf t_1=-\mathbf r_2\cdot\mathbf t_1=b\sin\psi$. Likewise $\mathbf r\cdot\mathbf t_2=\mathbf r_1\cdot\mathbf t_2=a\sin\psi$. With $ds_1ds_2=ab\,d\theta\,d\varphi$, and one angular integration giving $2\pi$,

$$\oint\!\oint G\,ds_1ds_2=2\pi ab\int_0^{2\pi}\frac{\cos\psi}{r}\,d\psi,\qquad \oint\!\oint R\,ds_1ds_2=2\pi a^2b^2\int_0^{2\pi}\frac{\sin^2\psi}{r^3}\,d\psi .$$

Integrate the first by parts, using $\cos\psi=d(\sin\psi)/d\psi$ and $d(1/r)/d\psi=-ab\sin\psi/r^3$. The boundary term vanishes, the two minus signs cancel, and the second integral appears.

For $ab\ll D^2$, replace $r$ by $D$ in the second form. Since $\int_0^{2\pi}\sin^2\psi\,d\psi=\pi$,

$$M\approx\frac{\mu_0}{4\pi}\,\frac{2\pi^2a^2b^2}{D^3}=\frac{\mu_0\pi a^2b^2}{2D^3}.$$

For $d\gg a,b$ this falls as $1/d^3$, as expected for two magnetic dipoles. In the first form the leading term $\cos\psi/D$ integrates to zero, and the same answer comes from the next term, $ab\cos^2\psi/D^3$. The kernels thus distribute the interaction differently over the pairs of elements while agreeing on the total.

## (f) Flux and force

**Show that $M$ is a flux per unit current, and find the force on circuit 2 when the currents are steady.**

By (d), the potential of loop 1 may be taken as $\mathbf A_1=(\mu_0I_1/4\pi)\oint d\mathbf l_1/r$. Then

$$MI_1=\oint_{C_2}\mathbf A_1\cdot d\mathbf l_2=\int_{S_2}(\nabla\times\mathbf A_1)\cdot d\mathbf S=\int_{S_2}\mathbf B_1\cdot d\mathbf S ,$$

by Stokes' theorem, where $S_2$ is a surface bounded by $C_2$ with its normal fixed by the right-hand rule.

For the force, let the whole of wire 2 be displaced by $\mathbf X$. Lagrange's equation for $\mathbf X$ contains $\partial L_{12}/\partial\mathbf X$ and the time derivative of $\partial L_{12}/\partial\dot{\mathbf X}$. The latter momentum is $\sum_jq_j\mathbf A_1(\mathbf r_j)$, summed over carriers and ions, and it vanishes on average because each element is neutral. What remains is

$$\mathbf F_2=I_1I_2\,\nabla_{\mathbf X}M .$$

The plus sign comes from the plus sign of $MI_1I_2$ in the Lagrangian: at fixed currents, the circuit is pulled towards larger $MI_1I_2$.

## (g) Two tilted circles

**Loop 1 has radius 0.10 m and lies in the plane $z=0$, centred at the origin. Loop 2 has radius 0.06 m, is centred at $(0.03,0,0.05)$ m, and its normal is tilted by 30° from the $z$ axis towards $+x$. The currents are 2 A and 3 A, both counterclockwise seen from above. Compare the kernels, and find $M$, $L_{12}$ and the vertical force on loop 2.**

Angles on loop 1 are counted from the $+x$ axis and angles on loop 2 from the lowest point of the circle, both in the direction of the current. For the pair at angles 0.7 and 2.0 rad, the distance is 0.0930 m and the kernels are

$$G=2.033\ {\rm m^{-1}},\quad R=3.897\ {\rm m^{-1}},\quad B=\tfrac12(2.033+3.897)=2.965\ {\rm m^{-1}} .$$

The difference $B-G=0.932\ {\rm m^{-1}}$ is 46% of $G$, so at this pair the kernels are far from equal. Half the mixed derivative of $r$, taken by finite differences of the distance itself, is also $0.932\ {\rm m^{-1}}$.

Integrated over both loops, $G$, $R$ and $B$ each give $M=51.90$ nH. The Biot–Savart flux of loop 1 through a flat disk bounded by loop 2 gives the same value. The smallest distance between the loops is about 27 mm, and the thin-wire model requires wires much thinner than that. The interaction is

$$L_{12}=51.896\ {\rm nH}\times2\ {\rm A}\times3\ {\rm A}=311.4\ {\rm nJ}.$$

The averaging in (b) can be tested with discrete charges. Place 400 charged bunches on each loop, with drift speed $10^5$ m/s, or $3.3\times10^{-4}c$. The charge of each bunch on loop 1 follows from its current:

$$q=\frac{2\ {\rm A}\times2\pi\times0.10\ {\rm m}}{400\times10^5\ {\rm m/s}}=31.4\ {\rm nC}.$$

On loop 2 it is 28.3 nC. These speeds are chosen for convenience: in a copper wire of 1 mm² cross-section carrying 2 A the drift speed is of order $10^{-4}$ m/s and the random electron speeds exceed it by many orders of magnitude, a case covered by the argument in (b) rather than by this sample. Each bunch stands for many charges. This leaves the mean unchanged, because only products of charge and velocity enter, but the size of the random scatter depends on the number of bunches. Every velocity component also receives a random part with a spread equal to the drift speed. Over 2000 draws, the mean Darwin sum is 312.2 nJ with a standard error of 0.6 nJ. It lies 0.8 nJ above $MI_1I_2$, or 1.3 standard errors, which is consistent with the predicted mean.

Raising loop 2 changes $M$ at the rate $dM/dz=-923.5$ nH/m, so

$$F_z=2\ {\rm A}\times3\ {\rm A}\times(-923.5\ {\rm nH/m})=-5.54\ \mu{\rm N}.$$

The Lorentz force $I_2\oint d\mathbf l_2\times\mathbf B_1$ has the same vertical component. Loop 2 is pulled down towards loop 1, where $M$ is larger.

## (h) Where the kernels disagree

**Find the difference between the two results for open arcs, and for closed loops with nonuniform currents. Evaluate both for the circles in (g).**

For arcs running from $\alpha_1$ to $\beta_1$ and from $\alpha_2$ to $\beta_2$, the derivative in (c) integrates to its end-point values:

$$\int\!\!\int(B-G)\,ds_1ds_2=\tfrac12\left[r(\beta_1,\beta_2)-r(\beta_1,\alpha_2)-r(\alpha_1,\beta_2)+r(\alpha_1,\alpha_2)\right].$$

Take the half of each circle with angles from 0 to $\pi$. The bracket is $-0.1902$ m, and with $\mu_0/4\pi\approx10^{-7}$ H/m the predicted difference is

$$10^{-7}\ {\rm H/m}\times\tfrac12\times(-0.1902\ {\rm m})=-9.51\ {\rm nH}.$$

Direct integration gives 34.726 nH with $G$ and 25.215 nH with $B$, which differ by that amount, 27% of the Gaunt-like value. An inductance assigned to a pair of open pieces of wire therefore depends in general on the kernel; the two results agree only when the bracket vanishes.

If loop 1 is complete and only loop 2 is halved, both kernels give 25.95 nH, as (d) predicts. This is half of the full $M$, for a reason of symmetry. The reflection $y\to-y$ maps each circle onto itself and exchanges the two halves of loop 2. It reverses both directions of travel, so the product of the two line elements keeps its sign, and each half contributes equally.

For closed loops with currents $I_1(s_1)$ and $I_2(s_2)$, the difference in the Lagrangian, the result with $B$ minus the result with $G$, is

$$\Delta L=\frac{\mu_0}{8\pi}\oint\!\oint I_1I_2\frac{\partial^2r}{\partial s_1\partial s_2}\,ds_1ds_2=\frac{\mu_0}{8\pi}\oint\!\oint\frac{dI_1}{ds_1}\frac{dI_2}{ds_2}\,r\,ds_1ds_2 .$$

Here one integration by parts was made along each loop. The boundary terms vanish by periodicity, and the two minus signs cancel. Charge conservation along a wire reads $\partial I/\partial s=-\partial\lambda/\partial t$, where $\lambda$ is now the total charge per unit length. Hence

$$\Delta L=\frac{\mu_0}{8\pi}\oint\!\oint\dot\lambda_1\dot\lambda_2\,r\,ds_1ds_2 .$$

A nonzero difference requires charge to be piling up in both circuits at once.

As an instantaneous example, let both currents be proportional to $1+0.5\cos(\text{angle})$. Divided by the product of the mean currents, the Gaunt-like result is 90.79 nH and the Breit-like one 84.66 nH. The difference of $-6.13$ nH agrees with the formula containing the current slopes. With this profile on loop 1 and a uniform current in loop 2, both kernels give 62.84 nH.

When charge does accumulate, the wires are no longer neutral and the Coulomb term must be kept as well. By (a), the kernel that belongs with the instantaneous Coulomb potential is then $B$. Replacing it by $G$ while leaving that potential unchanged would alter the interaction by $-\Delta L$. The values quoted in (g) and (h) are listed with further digits in the numerical output.

## Calculated quantities

```
radius of loop 1: 0.10 m
radius of loop 2: 0.06 m
center of loop 2 (x, y, z): 0.03 0.00 0.05 m
tilt of loop 2: 30 degrees
currents I1, I2: 2.0, 3.0 A
smallest distance between sites: 0.0269 m
sample pair, angles on loops 1, 2: 0.7, 2.0 rad
  distance r: 0.09295 m
  Gaunt-like kernel G: 2.03348 1/m
  radial kernel R: 3.89704 1/m
  Breit-like kernel B: 2.96526 1/m
  B - G: 0.93178 1/m
  half mixed derivative of r: 0.93178 1/m
M from Gaunt-like kernel: 51.895750 nH
M from radial kernel alone: 51.895750 nH
M from Breit-like kernel: 51.895750 nH
M from Biot-Savart flux: 51.895750 nH
M*I1*I2: 311.3745 nJ
charges per loop in carrier sum: 400
number of random velocity draws: 2000
drift speed: 1.0e+05 m/s
thermal spread per component: 1.0e+05 m/s
drift speed / c: 3.34e-04
charge of each bunch, loop 1: 31.4159 nC
charge of each bunch, loop 2: 28.2743 nC
mean Darwin sum: 312.20 nJ
standard error of that mean: 0.62 nJ
dM/dz: -923.5471 nH/m
z force from I1*I2*dM/dz: -5.54128 uN
z force from Lorentz law: -5.54128 uN
two half loops, Gaunt-like: 34.72609 nH
two half loops, Breit-like: 25.21489 nH
  difference B - G: -9.51119 nH
  sum of end-point distances with signs: -0.190224 m
  difference from end points: -9.51119 nH
full loop 1, half loop 2, Gaunt-like: 25.94788 nH
full loop 1, half loop 2, Breit-like: 25.94788 nH
nonuniform profile on both loops: 1 + 0.5 cos(angle)
  Gaunt-like integral: 90.78621 nH
  Breit-like integral: 84.65987 nH
  difference B - G: -6.12634 nH
  predicted from current slopes: -6.12634 nH
same profile on loop 1 only, loop 2 uniform:
  Gaunt-like integral: 62.83808 nH
  Breit-like integral: 62.83808 nH
```
